# Three-Phase Hashin-Shtrikman Bounds for a Moist Porous Dielectric

## Problem

A porous interlayer dielectric contains three phases, with relative permittivities $k_i$ and volume fractions $f_i$:

- air: $k=1$, $f=0.30$
- solid skeleton: $k=4$, $f=0.65$
- water: $k=80$, $f=0.05$

The arrangement of the phases is unknown, but the effective permittivity $k^*$ is isotropic. Each phase is linear, local and lossless, the field is quasi-static, and the structure is much finer than the film thickness.

(a) Derive a lower and an upper bound on $k^*$ that depend on the $k_i$ and $f_i$ alone.

(b) Evaluate them, and convert them to capacitance per area for a 100 nm film.

(c) Can either bound be improved without further information about the structure?

(d) What changes if the film is anisotropic, if the water is replaced by air, or if the water does not have its bulk permittivity?

## Solution

### (a) Derivation

**Energy definition.** Take a periodic cell, with $\langle\cdot\rangle$ the volume average. The field is $\mathbf E=\mathbf E_0+\mathbf E'$, where $\mathbf E_0$ is its mean and $\mathbf E'$ is curl-free with zero mean. The effective tensor satisfies

$$\mathbf E_0\cdot\mathsf k^*\mathbf E_0=\min_{\mathbf E'}\langle k|\mathbf E|^2\rangle .$$

To see this, vary $\mathbf E'$. At the minimum, $\langle k\mathbf E\cdot\delta\mathbf E\rangle=0$ for every curl-free, zero-mean $\delta\mathbf E$, which is the condition $\nabla\cdot(k\mathbf E)=0$. Choosing $\delta\mathbf E=\mathbf E'$ gives $\langle k\mathbf E\cdot\mathbf E'\rangle=0$. The minimum is therefore $\mathbf E_0\cdot\langle k\mathbf E\rangle$, and $\langle k\mathbf E\rangle=\mathsf k^*\mathbf E_0$ defines $\mathsf k^*$.

**Comparison medium.** Introduce a uniform permittivity $k_0$ and a trial field $\mathbf P$, which is set to zero wherever $k=k_0$. Elsewhere,

$$(k-k_0)\left|\mathbf E-\frac{\mathbf P}{k-k_0}\right|^2=(k-k_0)|\mathbf E|^2-2\mathbf P\cdot\mathbf E+\frac{|\mathbf P|^2}{k-k_0}.$$

The left side has the sign of $k-k_0$. If $k_0=k_{\min}$, it is nowhere negative, so

$$\langle k|\mathbf E|^2\rangle\ge\left\langle k_0|\mathbf E|^2+2\mathbf P\cdot\mathbf E-\frac{|\mathbf P|^2}{k-k_0}\right\rangle .$$

If $k_0=k_{\max}$, the inequality is reversed. Since it holds for every $\mathbf E$, it survives minimization of both sides over $\mathbf E'$.

**Minimization on the right.** Let $\Pi$ project onto curl-free fields of zero mean. Then $\langle\mathbf P\cdot\mathbf E'\rangle=\langle\Pi\mathbf P\cdot\mathbf E'\rangle$, and

$$k_0\langle|\mathbf E'|^2\rangle+2\langle\mathbf P\cdot\mathbf E'\rangle
=k_0\left\langle\left|\mathbf E'+\frac{\Pi\mathbf P}{k_0}\right|^2\right\rangle-\frac{\langle|\Pi\mathbf P|^2\rangle}{k_0}.$$

The minimum is the last term, reached at $\mathbf E'=-\Pi\mathbf P/k_0$.

**Removing the geometry.** Let $\mathbf E_0=\mathbf e$ be a unit vector and $\mathbf P=p(\mathbf r)\,\mathbf e$, with $p$ equal to a constant $p_i$ in phase $i$. A curl-free Fourier component is parallel to its wavevector $\mathbf q$, so

$$\langle|\Pi\mathbf P|^2\rangle=\sum_{\mathbf q\ne0}(\hat{\mathbf q}\cdot\mathbf e)^2|p_{\mathbf q}|^2 .$$

This depends on the structure. Now average over three orthogonal directions $\mathbf e$ with the same $p_i$. Because $\sum_{\mathbf e}(\hat{\mathbf q}\cdot\mathbf e)^2=1$, Parseval's theorem gives

$$\frac13\sum_{\mathbf e}\langle|\Pi\mathbf P|^2\rangle=\frac{\langle p^2\rangle-\langle p\rangle^2}{3}$$

for any geometry. In a stack of layers, for instance, the direction across the layers carries the whole variance and the other two carry none; the average is still one third.

The same average turns the energy into $\bar k=\tfrac13\operatorname{tr}\mathsf k^*$, which equals $k^*$ for an isotropic composite. The bounding function is

$$J=k_0+2\langle p\rangle-\left\langle\frac{p^2}{k-k_0}\right\rangle-\frac{\langle p^2\rangle-\langle p\rangle^2}{3k_0},$$

with $\bar k\ge J$ for $k_0=k_{\min}$ and $\bar k\le J$ for $k_0=k_{\max}$.

**Best choice of $p_i$.** Setting $\partial J/\partial p_i=0$ and dividing by $2f_i$ gives

$$1-\frac{p_i}{k_i-k_0}-\frac{p_i-\langle p\rangle}{3k_0}=0 .$$

Since

$$\frac1{k_i-k_0}+\frac1{3k_0}=\frac{k_i+2k_0}{3k_0(k_i-k_0)},$$

the solution is

$$p_i=(3k_0+\langle p\rangle)\frac{k_i-k_0}{k_i+2k_0}.$$

This also gives the required $p_i=0$ in the phase with $k_i=k_0$. Define

$$b=\sum_i f_i\frac{k_i-k_0}{k_i+2k_0},\qquad S=\sum_i\frac{f_i}{k_i+2k_0}.$$

Averaging $p_i$ gives $\langle p\rangle=(3k_0+\langle p\rangle)b$, hence $\langle p\rangle=3k_0b/(1-b)$.

Call the sum of the two quadratic terms subtracted in $J$ by the name $Q$. Multiplying the stationarity condition by $f_ip_i$ and summing gives $\langle p\rangle-Q=0$. Therefore $J=k_0+2\langle p\rangle-Q=k_0+\langle p\rangle$. Finally,

$$1-b=\sum_i f_i\frac{3k_0}{k_i+2k_0}=3k_0S,$$

so that

$$J=k_0+3k_0\left(\frac1{1-b}-1\right)=\frac1S-2k_0 .$$

The bounds are

$$\boxed{B(k_{\min})\le k^*\le B(k_{\max}),\qquad B(k_0)=\left[\sum_i\frac{f_i}{k_i+2k_0}\right]^{-1}-2k_0}$$

The stationary point is the best one in each case. For $k_0=k_{\min}$, $Q$ is positive, so $J$ has a maximum. For $k_0=k_{\max}$, the inequality $k_0-k<k_0$ gives

$$-Q\ge\frac{\langle p^2\rangle}{k_0}-\frac{\langle p^2\rangle}{3k_0}\ge0,$$

so $J$ has a minimum.

### (b) Numerical values

For the lower bound, $k_0=1$:

$$S=\frac{0.30}{3}+\frac{0.65}{6}+\frac{0.05}{82}=0.1000000+0.1083333+0.0006098=0.2089431,$$

$$B(1)=4.7860-2=2.7860 .$$

For the upper bound, $k_0=80$:

$$S=\frac{0.30}{161}+\frac{0.65}{164}+\frac{0.05}{240}=0.0018634+0.0039634+0.0002083=0.0060351,$$

$$B(80)=165.6973-160=5.6973 .$$

The second result is a small difference of large numbers, so $S$ must be kept to enough digits. Direct numerical optimization of $J$ gives the same two values. Thus

$$2.79\le k^*\le5.70 .$$

With $C/A=\varepsilon_0k^*/d$ and $d=100$ nm, the capacitance per area lies between 0.247 and 0.504 fF/µm².

The limit of a very large water permittivity $k_w$ shows what separates the bounds. In the lower bound the water term vanishes, and $B(1)\to1/0.2083333-2=2.80$. In the upper bound, $k_0=k_w$ and

$$S\to\frac1{k_w}\left(\frac{1-f_w}{2}+\frac{f_w}{3}\right)=\frac{3-f_w}{6k_w},\qquad B(k_w)\to\frac{2f_w}{3-f_w}\,k_w ,$$

which grows without limit. The structures found next explain the contrast: water is enclosed in one and forms connected films in the other.

### (c) The bounds cannot be improved

It is enough to find isotropic structures that reach them. Coat a sphere of phase $i$ with the extremal phase $k_0$. Let the outer radius be 1 and the core volume fraction $c_i$, so that the core radius cubed is $c_i$. Place it in a host of permittivity $h$ carrying a unit uniform field, and require that the host field remain undisturbed. The potentials are $-\cos\theta$ times

$$\gamma r\ \text{(core)},\qquad \alpha r+\beta r^{-2}\ \text{(coating)},\qquad r\ \text{(host)}.$$

Continuity of the potential and of the normal displacement at $r=1$ requires $\alpha+\beta=1$ and $k_0(\alpha-2\beta)=h$, hence

$$\alpha=\frac{h+2k_0}{3k_0},\qquad \beta=\frac{k_0-h}{3k_0}.$$

At the core surface, $\gamma=\alpha+\beta/c_i$ and $k_i\gamma=k_0(\alpha-2\beta/c_i)$. Eliminating $\gamma$ gives $\alpha(k_i-k_0)=-(\beta/c_i)(k_i+2k_0)$, or

$$\frac{h-k_0}{h+2k_0}=c_i\frac{k_i-k_0}{k_i+2k_0}.$$

Such a sphere can replace host material without changing the field outside it. The unchanged surface potential fixes its mean field, and the unchanged surface flux fixes its mean displacement. Filling the host with spheres of ever smaller size, until the remaining host volume tends to zero, leaves a composite with $k^*=h$.

Now set $h=B(k_0)$. From part (a), $B-k_0=3k_0b/(1-b)$ and $B+2k_0=1/S=3k_0/(1-b)$, so the left side equals $b$. The coated spheres with core $i$ occupy the volume $f_i/c_i$, and

$$\sum_{k_i\ne k_0}\frac{f_i}{c_i}=\frac1b\sum_i f_i\frac{k_i-k_0}{k_i+2k_0}=1 .$$

The spheres fill space and use up the available coating. The remaining requirement is $c_i\le1$:

- Lower bound, air coatings: $c=0.746$ for skeleton cores and $0.387$ for water cores. The volumes are $0.871+0.129=1$.
- Upper bound, water coatings: $c=0.914$ for air cores and $0.968$ for skeleton cores. The volumes are $0.328+0.672=1$.

Both bounds are therefore attained in the limit of complete filling. A narrower interval needs structural information. The attainment is a statement about the continuum model, not a recipe for a real film. The lower construction suspends solid and water cores in air. In the upper one, the water coating of a skeleton core is only $c^{-1/3}-1\approx1.1$ percent of the core radius thick, so a coating 0.31 nm thick needs a core radius of about 28 nm, and one 2 nm thick needs about 180 nm, more than the film thickness. For other compositions $c_i\le1$ can fail; the bounds then remain valid, but this construction no longer reaches them.

### (d) Changes in the assumptions

**Anisotropy.** The derivation bounds $\bar k$, the mean of the three principal values. A single component can lie outside. For layers with the given fractions,

$$k_{\parallel}=0.30(1)+0.65(4)+0.05(80)=6.90,$$

$$k_{\perp}=\left(\frac{0.30}{1}+\frac{0.65}{4}+\frac{0.05}{80}\right)^{-1}=2.16 .$$

Both violate the isotropic interval, while their mean, $(2.16+2\times6.90)/3=5.32$, lies inside. A parallel-plate capacitor measures the component across the film, so isotropy is a real condition on the use of the result.

**Dry film.** Replace the water by air at fixed skeleton fraction. The bounds become 2.44 and 2.75. The moist film's lower bound, 2.79, exceeds the dry film's upper bound. Within this model, with water at $k=80$, every isotropic arrangement of the moist film therefore has a higher permittivity than every isotropic arrangement of the dry one. The margin is small: the two intervals overlap once the water permittivity falls below about 19.

**Water permittivity.** If $k(\mathbf r)$ is lowered anywhere, $\langle k|\mathbf E|^2\rangle$ cannot rise for any trial field, and neither can its minimum. Hence 5.70 remains a valid ceiling for an isotropic film whose water is lossless and has $k\le80$, with the other data fixed. The value 2.79 is not a safe floor: a water permittivity of 20 gives the interval 2.75 to 3.62, and a value of 4 gives 2.62 to 2.91.

**Comparison with a real film.** The parameters roughly represent a porous silica-like film that has absorbed a substantial amount of water; a well-prepared hydrophobic film is intended to absorb much less. The assumption most in doubt is bulk water. If the 35 percent of non-solid volume consists of spherical pores 2 nm across, the water spread over their walls has a mean thickness of

$$1\ \text{nm}\times\left[1-(0.30/0.35)^{1/3}\right]=0.050\ \text{nm},$$

against a molecular spacing of about 0.31 nm. Spread evenly, the water cannot form even one continuous molecular layer. Gathered together, it could fill one pore in seven, since $0.05/0.35=1/7$, but a pore only about six molecular spacings across need not hold water with its bulk permittivity. The trial value $k=20$ shows how much an isotropic reduction would matter: the upper bound drops from 5.70 to 3.62. Water at a wall can also respond differently across and along the layer, and a thin coating acts mainly through the component along it. For nested spheres of air, skeleton and an outer water shell, trial values of 2 across and 80 along still give about 5.4, while 2 across and 160 along give about 8.0. The ceiling 5.70 requires every component to be at most 80.

Other corrections, estimated with rough bulk-water data, depend on the operating conditions:

- Near 100 °C, a water permittivity of about 55 lowers the upper bound to 4.84. Near 0 °C, a value of about 88 raises it to about 5.97.
- At 10 GHz, relaxation gives water $k'\approx62$ and $k''\approx32$. The lossless bounds then no longer apply; at 1 GHz, $k''\approx4$ is still small beside $k'\approx80$.
- At low frequency, ionic conduction adds $k''=\sigma/(\omega\varepsilon_0)$. For a rough pore-water conductivity of $10^{-3}$ S/m this is 18 at 1 MHz and 180 at 100 kHz, so the lossless bounds can fail at common measurement frequencies. The real part can then exceed 5.70. For nested spheres of air, skeleton, water and an outer skeleton shell of volume fraction 0.10, a local conductivity gives about 5.8 at 100 kHz and about 31 at 10 kHz. These values hold only for spheres much larger than the Debye length and the diffusion length $\sqrt{D/\omega}$. For a rough ion diffusion coefficient $D=2\times10^{-9}$ m²/s these lengths are about 38 nm and, at 10 kHz, about 180 nm, so the spheres would be larger than the film. In smaller sealed shells diffusion limits the charge build-up: with diffusion and ion-blocking walls included, the same structure gives about 5.5, 5.6, 6.0 and 7.6 at 10 kHz for outer radii of 1.5, 10, 25 and 50 nm, with little loss.
- For 1 V across 30 nm, the mean field is 0.33 MV/cm, about 7 percent of a rough breakdown field of 5 MV/cm. Local fields can be several times larger: in the lower-bound structure of part (c), the field in the air next to a water core reaches $\alpha-2\beta/c_i\approx4.7$ times the mean. If the water experiences this mean field, a rough Langevin estimate of dielectric saturation lowers the ratio $D/E$ by about 0.4 percent and the small-signal permittivity $dD/dE$ by about three times as much. A drop of 1.2 percent would move the upper bound only to 5.66. The estimate depends on the assumed local-field factor: a Langevin argument of 0.47 in place of 0.25 gives drops of about 1.4 and 4 percent and an upper bound of about 5.58.

The interval is thus a rigorous statement about the specified three-phase model. For a real film, the state of the water and the film's anisotropy must be settled before its endpoints are used as design limits. The numerical output below gives the intermediate values of parts (b) and (c) and some of those in part (d).

## Computed values

```
phases: air, skeleton, water; k = [ 1.  4. 80.]  f = [0.3  0.65 0.05]
lower: k0 = 1, terms f/(k+2k0) = 0.1000000 0.1083333 0.0006098
lower: sum = 0.2089431, inverse = 4.7860, bound k = 2.7860
upper: k0 = 80, terms f/(k+2k0) = 0.0018634 0.0039634 0.0002083
upper: sum = 0.0060351, inverse = 165.6973, bound k = 5.6973
maximum of J, k0 = 1: J = 2.7860 at p = 2.3930 4.6109
minimum of J, k0 = 80: J = 5.6973 at p = -81.3049 -76.7865
lower attained: skeleton core in air, core fraction q = 0.74634, f/q = 0.87092
lower attained: water core in air, core fraction q = 0.38734, f/q = 0.12908
lower attained: total volume = 1.00000, coating used = 0.30000
upper attained: air core in water, core fraction q = 0.91388, f/q = 0.32827
upper attained: skeleton core in water, core fraction q = 0.96765, f/q = 0.67173
upper attained: total volume = 1.00000, coating used = 0.05000
layers, projected energy / variance along x, y, z: 1.000 0.000 0.000
random voxels: f = 0.2999 0.6501 0.0501 ; principal k = 3.253 3.280 3.293
random voxels: mean k = 3.275, bounds 2.787 to 5.702
water-lined pore: f = 0.2999 0.6501 0.0501 ; principal k = 3.487 3.518 3.525
water-lined pore: mean k = 3.510, bounds 2.787 to 5.702
water-lined pore with water k = 20: mean k = 3.244
layers: f = 0.3333 0.6000 0.0667 ; principal k = 2.065 8.067 8.067
layers: mean k = 6.066, bounds 2.719 to 6.481
dry film: bounds k = 2.4444 to 2.7463
capacitance per area, 100 nm film: 0.2467 to 0.5044 fF/um^2
water k = 4: bounds 2.615 to 2.909
water k = 20: bounds 2.748 to 3.624
water k = 55 (rough value near 100 C): bounds 2.780 to 4.844
water k = 80: bounds 2.786 to 5.697
full anisotropy (layers): k = 2.159 across, 6.900 along, mean 5.320
water lining of a 2 nm pore: 0.050 nm; molecular spacing 0.310 nm
rough water inputs: relaxation 9 ps, high-frequency k 5, conductivity 0.001 S/m
water at 1 GHz: k' = 79.8, relaxation k'' = 4.2, ionic k'' = 0.0180
water at 10 GHz: k' = 61.8, relaxation k'' = 32.1, ionic k'' = 0.0018
field for 1 V over 30 nm: 0.333 MV/cm; rough breakdown 5 MV/cm, ratio 0.067
saturation at 300 K, dipole 1.85 D times rough factor 5: argument 0.248, drop 0.41 %
```
